# Bare charges versus core potentials for an embedded oxide ion, part 2

An ionic oxide is modelled by one $\mathrm O^{2-}$ ion with ten explicit electrons in a rock-salt array of charges $\pm Q$, $Q=2$, nearest-neighbour distance $d=2.10$ Å. Its six cation neighbours are bare charges (the bare model) or $\mathrm{Mg}^{2+}$ ions ($Z=12$); all other sites are point charges. An ab initio model potential (AIMP) is a one-electron operator carrying a cation core's extra Coulomb and exchange attraction and orthogonality to its orbitals.

Algebra is in atomic units, numbers in eV and Å. The theory is closed-shell Hartree–Fock (HF), normally with density-fitted integrals; the gap is LUMO minus HOMO energy. The O basis has 46 oxygen functions; the cluster basis adds 6-31G on each magnesium (124 in all). With $\rho$ the ten-electron density, $\langle r^2\rangle=\int\rho\,r^2\,d^3r$, $M_4=\int\rho\,K_4\,d^3r$ (the cubic moment) and $K_4=x^4+y^4+z^4-\tfrac35r^4$.

The $|c\rangle$ are the 30 orthonormal core orbitals, frozen in free-ion 6-31G form; $\psi_i$ are the five cluster orbitals, with $\langle c|\psi_i\rangle=0$. Then

$$E=E_{\rm core}+2\sum_i\langle\psi_i|h+J_{\rm c}-K_{\rm c}|\psi_i\rangle+\sum_{ij}(2J_{ij}-K_{ij}),$$

and $F=h+J_{\rm c}-K_{\rm c}+G$, $G=\sum_j(2J_j-K_j)$. Here $h$ holds the kinetic energy, nuclei and point charges; $J_{\rm c}$ and $K_{\rm c}$ are the cores' Coulomb and exchange operators. At distance $s$ from one ion, $-Z/s+J_{\rm c}=-Q/s+V_{\rm sr}$, with $V_{\rm sr}\le0$.

Earlier results:

- At a cation site the other charges give an electron the energy $+\alpha Q/d=23.97$ eV ($\alpha$ is the Madelung constant). The cubic potential has no $l=2$ part.
- The bare model in the O basis has HOMO $-14.97$ eV, gap $14.73$ eV and $\langle r^2\rangle=6.914$ Å$^2$. The "third $f$ set" is a more diffuse oxygen set (exponent $0.18$ bohr$^{-2}$).
- With twelve $s$ Gaussians on a bare site, at fixed density, an empty level lies $15.37$ eV below the HOMO.
- Adding $V_{\rm sr}$ and $-K_{\rm c}$ without orthogonality ("no projector") gives $8.807$ Å$^2$ and a gap of $10.32$ eV.

## Fourth contribution: orthogonality to the core

Let $P=\sum_c|c\rangle\langle c|$ and $\bar P=1-P$. Take a normalised function $\chi$ with overlaps $s_c=\langle c|\chi\rangle$ and $\sigma=\sum_cs_c^2$. The allowed function is $\bar P\chi$, with squared norm $1-\sigma$. Assume for now that the cores are eigenfunctions, $F|c\rangle=\varepsilon_c|c\rangle$. Then $\bar PFP=0$, and inserting $1=P+\bar P$ on both sides of $F$ leaves two terms:

$$\langle\chi|F|\chi\rangle=(1-\sigma)\lambda+\sum_c\varepsilon_cs_c^2,\qquad\lambda\equiv\frac{\langle\bar P\chi|F|\bar P\chi\rangle}{1-\sigma}.\tag{1}$$

A smooth function that overlaps a core borrows the very negative energy $\varepsilon_c$ with weight $s_c^2$; orthogonalisation takes the loan back. Let $\chi$ be an orbital of the bare model with energy $\varepsilon$ and hold $G$ fixed, so that $\langle F\rangle=\varepsilon+\langle V_{\rm sr}-K_{\rm c}\rangle$. Solving (1) for $\lambda$ and subtracting $\varepsilon=\varepsilon(1-\sigma)/(1-\sigma)$,

$$\lambda-\varepsilon=\frac{\langle V_{\rm sr}-K_{\rm c}\rangle+\sum_c(\varepsilon-\varepsilon_c)s_c^2}{1-\sigma}.\tag{2}$$

The second term in the numerator has the Phillips–Kleinman form and is positive for any level above the cores. It is the only repulsive term.

The core levels are those of the ion in the crystal. The free ion already contains its own potential, and the rest of the lattice lifts a compact shell by $\alpha Q/d$; for a closed $p$ shell the non-spherical field has no diagonal effect since $l=2$ is absent in a cubic lattice. So $\varepsilon_c=\varepsilon_c^{\rm free}+\alpha Q/d$. The last column below is the diagonal element of the Fock operator of the frozen-core cluster, which contains the real anion.

| shell | free (eV) | $\varepsilon_c$ (eV) | $\langle c\vert F\vert c\rangle$ (eV) |
|---|---|---|---|
| 1s | −1354.36 | −1330.39 | −1330.24 |
| 2s | −122.07 | −98.11 | −98.16 |
| 2p | −81.88 | −57.91 | −57.96 |

The free levels are 6-31G values; the uncontracted $s,p$ part of cc-pVTZ raises all three by $0.08$ eV. Within 6-31G, the $2s$ and $2p$ estimates are off by $0.05$ eV against a shift of $24$ eV. The $1s$ deviation has the opposite sign. Fitting the ion's own density does not explain it, since that moves the free $1s$ level by only $10^{-4}$ eV; the cause was not determined.

The overlaps give $\sigma=0.0219$ for the HOMO and $0.1211$ for the LUMO. For a function smooth across the core $s_c\approx\chi(\mathbf R)\int c\,d^3r$, so the larger $\sigma$ says that the LUMO has the larger amplitude at the cations. The sums $\sum(-2\varepsilon_c)s_c^2$ are $3.980$ and $26.937$ eV. The Pauli term is half of that plus $\varepsilon\sigma$: $1.990-14.973\times0.0219=1.662$ eV and $13.469-0.243\times0.1211=13.439$ eV.

| term (eV) | HOMO | LUMO |
|---|---|---|
| $\langle V_{\rm sr}\rangle$ | −0.313 | −2.848 |
| $\langle-K_{\rm c}\rangle$ | −0.713 | −4.731 |
| Pauli | +1.662 | +13.439 |
| numerator of (2) | +0.636 | +5.860 |
| divided by $1-\sigma$ | +0.65 | +6.67 |

The attractions cancel about 60% of the Pauli term in both orbitals, so none of the three can be dropped. In this estimate what is left is positive and nine to ten times larger for the LUMO. Orthogonalising the two orbitals explicitly at the same $G$, without the eigenfunction assumption, gives $+1.17$ and $+6.89$ eV, a ratio of about six. Read backwards, taking the cores away lowers the LUMO more than the HOMO, and this is the mechanism of the narrowing within an O-centred basis.

The self-consistent frozen-core problem can be solved without the eigenfunction assumption by using the 46 functions $\bar P\chi_\mu$ as the basis. It gives HOMO $-11.82$ eV, LUMO $+7.32$ eV, gap $19.14$ eV and $\langle r^2\rangle=5.901$ Å$^2$. Against this reference bare charges narrow the gap by $19.136-14.730=4.41$ eV ($0.162$ hartree) and swell $\langle r^2\rangle$ by $6.9141/5.9013-1=17\%$. These sizes belong to the O basis. With the third $f$ set the constrained values hardly move (gap $19.14$ eV, $\langle r^2\rangle=5.903$ Å$^2$) while the bare ones become $16.07$ eV and $7.82$ Å$^2$, so the narrowing is $3.1$ eV, the swelling 33% and the bare HOMO $5.0$ eV too deep. Adding further a diffuse $s$ and $p$ set on oxygen (exponents $0.025$ and $0.02$ bohr$^{-2}$) leaves the constrained HOMO and $\langle r^2\rangle$ at $-11.83$ eV and $5.904$ Å$^2$ but lowers its LUMO to $1.34$ eV and its gap to $13.2$ eV: the occupied quantities of the constrained model are stable against these additions, its gap is not.

The unrelaxed estimate, $6.67-0.65=6.0$ eV, overstates the change of the gap, mainly because it misses most of the HOMO shift: $-11.820+14.973=3.15$ eV instead of $0.65$ eV. Solving the constrained problem with $G$ held at its bare-model value puts the HOMO at $-13.95$ eV, a rise of $1.0$ eV. The remaining $2.1$ eV come from the change of $G$, the larger mutual repulsion of ten electrons in a compressed cloud. The LUMO rises by $7.316+0.243=7.56$ eV.

## From the constraint to an operator

Minimising $E$ under $\langle\psi_i|\psi_j\rangle=\delta_{ij}$ and $\langle c|\psi_i\rangle=0$, with Lagrange multipliers $\epsilon_{ji}$ and $\mu_{ci}$, gives $F\psi_i=\sum_j\psi_j\epsilon_{ji}+\sum_c|c\rangle\mu_{ci}$. Acting with $\bar P$ removes the last term; $\bar P\psi_i=\psi_i$; and a rotation among the $\psi_i$ diagonalises $\epsilon$:

$$\bar PF\bar P\psi_i=\varepsilon_i\psi_i .$$

This operator gives the cores the eigenvalue zero, which may fall in the gap. Expand $F=PFP+PF\bar P+\bar PFP+\bar PF\bar P$, $PF=PFP+PF\bar P$ and $FP=PFP+\bar PFP$. Subtracting yields the Huzinaga operator

$$H=F-PF-FP=\bar PF\bar P-PFP .$$

It is block diagonal. On the allowed space it has the constrained spectrum; on the core space it has the core levels with reversed sign, the lowest near $+58$ eV here. Filling its lowest levels solves the constrained problem provided the reflected levels lie above the occupied ones, which fails if a frozen shell has a positive level high enough to be reflected below the HOMO. HF with $H$ in the O basis plus the 30 core functions, whose span is that of $\bar P\chi_\mu$ and $|c\rangle$ together, returns $-11.820$ and $7.316$ eV, the constrained values.

If the cores are eigenfunctions, $PF=FP=\sum_c\varepsilon_c|c\rangle\langle c|$ and $H=F+\sum_cB_c|c\rangle\langle c|$ with $B_c=-2\varepsilon_c$. The factor 2 counts one term from $PF$ and one from $FP$. The projector no longer depends on the cluster, so everything belonging to the cation is a fixed one-electron operator,

$$V_{\rm AIMP}=-\frac Qs+V_{\rm sr}(s)-\sum_{ab}|a\rangle(S^{-1}KS^{-1})_{ab}\langle b|+\sum_cB_c|c\rangle\langle c| ,$$

with $B=2660.8$, $196.2$, $115.8$ eV for $1s$, $2s$, $2p$. The third term is the spectral representation of exchange. With $a,b$ the primitive Gaussians of the ion and $S$ their overlap matrix, $\Omega=\sum_{ab}|a\rangle(S^{-1})_{ab}\langle b|$ projects on their span, and $\Omega K_{\rm c}\Omega$ is the term shown, $K$ being the matrix of $K_{\rm c}$ among the primitives. Only overlap integrals with the cluster basis remain. The primitives have $l=0,1$, and $K_{\rm c}$ of a closed-shell ion conserves $l$, so the non-negative parts of $\langle K_{\rm c}\rangle$ with $l\ge2$ are lost. The spectral values are $-0.700$ and $-4.728$ eV, smaller in magnitude than the full exchange by 1.8% (HOMO) and under 0.1% (LUMO). $V_{\rm sr}$ may be fitted to Gaussians over $s$ for convenience; here it is used unfitted.

Free-ion orbitals are not exact eigenfunctions of the cluster's $F$. The AIMP operator differs from $H$ by

$$F+\sum_cB_c|c\rangle\langle c|-H=PF\bar P+\bar PFP+2\Big(PFP-\sum_c\varepsilon_c|c\rangle\langle c|\Big).$$

The bracket moves only the reflected levels. The coupling $w_c=\langle c|F|\psi\rangle$ mixes a core function into $\psi$ with amplitude $t_c=-w_c/(-\varepsilon_c-\varepsilon)$ at first order and lowers the level by $t_c^2(-\varepsilon_c-\varepsilon)$ at second order. For the AIMP HOMO in the cluster basis $\sum t_c^2=6.4\times10^{-5}$, some 340 times below the bare value $0.0219$. If this residue sits in the $2p$ and $2s$ shells, the factors are $57.9+11.8$ and $98.1+11.8$ eV and the lowering is $0.004$ to $0.007$ eV.

## The factor of two and the basis

The projector only reflects a level if the basis can represent $|c\rangle$. Otherwise it acts as a repulsive potential on functions that cannot be orthogonalised. Adding $\sum(-2\varepsilon_c)s_c^2$ to (1),

$$A(\chi)\equiv\Big\langle F+\sum_cB_c|c\rangle\langle c|\Big\rangle=(1-\sigma)\lambda+\sum_c(-\varepsilon_c)s_c^2=\lambda+\sum_c(-\varepsilon_c-\lambda)s_c^2.\tag{3}$$

The middle form is a weighted mean of $\lambda$ and the reflected levels, with weights adding to one. It yields an inequality for eigenvalues at fixed $F$. Let $a_k$ be the $k$-th AIMP level in a basis containing no combination that lies wholly in the core space, $\lambda_k$ the $k$-th level in the orthogonalised basis, and $m=\min_c(-\varepsilon_c)$. On the span $V_k$ of the lowest $k$ AIMP vectors $A\le a_k$. The image $\bar PV_k$ has dimension $k$, and the min–max principle says that the largest quotient on any $k$-dimensional subspace is at least $\lambda_k$, so some $\chi^*\in V_k$ has $\lambda(\chi^*)\ge\lambda_k$. Then

$$a_k\ge A(\chi^*)\ge\min(\lambda_k,m).$$

No level below $m$ is lowered, and one that by symmetry has no core overlap stays where it is. With the core functions added, the operator is block diagonal in $\bar P\chi_\mu$ and $|c\rangle$, and the excess vanishes.

The statement can be evaluated where its assumption is exact: $F$ from the all-electron cluster, with that cluster's own 30 core eigenvectors. In the O basis the AIMP levels are $-10.51$ and $16.94$ eV, the orthogonalised ones $-11.80$ and $7.32$ eV. For the AIMP LUMO vector, $\lambda=16.089$ eV, the last sum in (3) is $0.847$ eV, and $16.089+0.847=16.94$ eV. This vector is not the orthogonalised LUMO pushed up. The orthogonalised LUMO is an $s$ orbital, and the lowest $s$ virtual of the AIMP spectrum lies at $19.17$ eV, about $12$ eV higher. The AIMP LUMO is one of three degenerate $d$ orbitals whose orthogonalised level is $16.08$ eV; with $\sigma=0.0202$ it is raised by less than one eV and so becomes the lowest. The $9.6$ eV overshoot of the LUMO thus compares orbitals of different symmetry. The ratio $0.847/0.0202=42$ eV equals $57.9-16.1$, so the remaining overlap is almost all with the $2p$ shell, since that is the smallest value the ratio can take. For the bare LUMO the mean level is $26.937/(2\times0.1211)=111$ eV, compatible with mainly $2s$ overlap, though a mean over three shells does not fix the weights. Resolved by shell, $0.112$ of the $0.121$ is $2s$ overlap.

Self-consistency amplifies the error on the HOMO, from $1.29$ eV at fixed $F$ to $-8.797+11.820=3.02$ eV. AIMP in the O basis alone gives a gap of $26.4$ eV and $\langle r^2\rangle=5.287$ Å$^2$, 10% below the constrained value; the gap error, $+7.3$ eV, is larger than that of bare charges. With the core functions added the levels are $-11.79$ and $7.32$ eV and the gap $19.11$ eV, $0.03$ eV from the constrained result. The HOMO lies $0.03$ eV above it, opposite in sign to the coupling term; most of this is exchange lost in the spectral form, since the full $K_{\rm c}$ in its place gives $-11.815$ eV.

## Weighing against the all-electron cluster

The reference with no frozen parts is $[\mathrm{OMg}_6]^{10+}$ with 70 electrons in the cluster basis; its $\langle r^2\rangle$ and $M_4$ are taken after subtracting the frozen core density.

| neighbours, basis | HOMO (eV) | LUMO (eV) | gap (eV) | $\langle r^2\rangle$ (Å$^2$) |
|---|---|---|---|---|
| bare, O | −14.97 | −0.24 | 14.73 | 6.914 |
| no projector, O | −19.30 | −8.98 | 10.32 | 8.807 |
| AIMP, O | −8.80 | 17.63 | 26.42 | 5.287 |
| constrained, O | −11.82 | 7.32 | 19.14 | 5.901 |
| AIMP, O + cores | −11.79 | 7.32 | 19.11 | 5.889 |
| AIMP, cluster | −11.80 | 1.13 | 12.94 | 5.891 |
| all-electron, cluster | −11.80 | 1.14 | 12.94 | 5.885 |

In the cluster basis ten electrons with AIMP neighbours reproduce the 70-electron HOMO and LUMO within $0.01$ eV and $\langle r^2\rangle$ within 0.1% of the all-electron value. The determinant made of frozen cores and constrained O-basis orbitals lies $0.045$ eV above the all-electron energy, as the variational principle requires in sign; that small figure covers both core relaxation and the extra basis freedom for the occupied orbitals.

The HOMO and $\langle r^2\rangle$ hardly change between the constrained and all-electron rows: the HOMO moves by $0.02$ eV and $\langle r^2\rangle$ by 0.3% of the all-electron value. The errors that bare charges cause in them in the O basis can therefore be read off directly: a HOMO $3.2$ eV too deep and $\langle r^2\rangle$ 17% too large relative to the all-electron cluster.

The gap is different. The LUMO falls from $7.32$ to $1.14$ eV when the magnesium valence functions join the basis; extra diffuse functions on oxygen alone take it almost as far, to $1.34$ eV, so what matters is the reach of the basis. As a result the bare-charge gap in the O basis, $14.73$ eV, is wider than the all-electron gap, $12.94$ eV, by $1.8$ eV. The bare-charge LUMO still lies $1.4$ eV below the all-electron one, because the limited reach of the O basis offsets only part of its spurious lowering; the gap comes out wider because the HOMO is $3.2$ eV too deep. The nearness of the two gaps is a cancellation of errors. "Bare charges narrow the gap" is true between calculations with the same variational freedom: by $4.4$ eV in the O basis, and past closure, to $-15.4$ eV at fixed density, once compact $s$ functions sit on a site. The cluster LUMO itself carries a caution. It is a positive-energy virtual level of a finite basis, and the diffuse magnesium functions lie $\sqrt2d$ from second-shell cations that are bare in every row, so $12.94$ eV is a number for comparing embeddings and not the gap of a solid. The requirement moves outward with the basis. Giving the eight second-shell cations their cores as well, with $G$ fixed and the cores treated as eigenfunctions, raises the cluster LUMO from $1.13$ to $1.94$ eV and leaves the HOMO unchanged. For the empty levels, then, the second shell needs core potentials too. The 24 cations at $(2,1,0)d$ lie at the same distance $\sqrt2d$ from the magnesium sites, four per site, and were left bare, so $1.94$ eV is not a final value either.

Of the quantities compared here in the cluster basis, the cubic moment is the one AIMP does not reproduce. In Å$^4$ it is $+0.051$ (bare), $+0.093$ (no projector), $+0.022$ (constrained), $-0.019$ (AIMP, O basis), $-0.025$ (AIMP with cores), $-0.004$ (AIMP, cluster) and $-0.030$ (all-electron). Every model with the core constraint lies below the bare value, but they differ among themselves even in sign. The scale explains the sensitivity: at a cation site $K_4=\tfrac25d^4=7.8$ Å$^4$, so the difference $0.047$ Å$^4$ between the constrained and AIMP-with-cores rows corresponds to $0.006$ electron at the sites. The residual overlap cannot produce it through the site value of $K_4$. For $\psi=\chi-(s-t)c$ and a weight $W$ taken constant over the core, the core terms are $[(s-t)^2-2s(s-t)]W=(t^2-s^2)W$, so $t$ enters only as $t^2$, of order $10^{-4}$. A term linear in $t$ arises from the steep variation of $K_4$ across the core, and the all-electron value also contains the polarisation of the cores themselves; that these account for the scatter is a conjecture. What the model supports is the ordering against bare charges, not a value of $M_4$.
